\section*{Transverse spin absorption at a ferromagnetic exchange step, part 2}

When an electron spin enters a ferromagnet, is the torque well represented by a boundary condition that absorbs all the arriving transverse spin at the surface, or must the spin be followed inside? The model is a metal at \(x<0\) with potential zero and a magnet at \(x>0\) with constant potentials \(V_\uparrow\) and \(V_\downarrow=V_\uparrow+\Delta\), \(\Delta>0\). The \(z\) axis is the majority spin direction.

Rydberg atomic units are used (\(\hbar=1\), mass \(1/2\), lengths in bohr, energies in Ry), so the velocity is \(2k\). At normal energy \(E=k^2\), \(-\psi_\sigma''+V_\sigma\psi_\sigma=E\psi_\sigma\) for \(\sigma=\uparrow,\downarrow\), and \(k_\sigma=\sqrt{E-V_\sigma}\) with \(\operatorname{Im}k_\sigma\ge0\). A channel with \(E<V_\sigma\) is closed, or evanescent. The wave is \(a_\sigma(e^{ikx}+r_\sigma e^{-ikx})\) in the metal and \(a_\sigma t_\sigma e^{ik_\sigma x}\) in the magnet, where \(a_\sigma\) is the incident amplitude.

The transverse spin density \(s_+=s_x+is_y=\psi_\uparrow^*\psi_\downarrow\) and its flux \(Q_+\) obey, in the magnet,
\begin{equation}
\partial_t s_+ +\partial_xQ_+=-i\Delta s_+,\qquad
Q_+=-i\left(\psi_\uparrow^*\psi_\downarrow'-\psi_\uparrow^{*\prime}\psi_\downarrow\right).
\label{eq:Q}
\end{equation}
The source is the torque on the electron.

The first derivation matched \(\psi_\sigma\) and \(\psi_\sigma'\) at \(x=0\) and counted flux. In units of the incident flux \(2k\,a_\uparrow^*a_\downarrow\), the net flux on the left is \(1-r_\uparrow^*r_\downarrow\) for any spin-diagonal potential at \(x>0\). For the step, the reflected fraction, the transmitted fraction at depth \(x\) and the fraction absorbed between \(0\) and \(L\) are
\begin{align}
R&=r_\uparrow^*r_\downarrow,\qquad
T(x)=(1-R)\,e^{i(k_\downarrow-k_\uparrow^*)x},\label{eq:RT2}\\
A(L)&=(1-R)\left[1-e^{i(k_\downarrow-k_\uparrow^*)L}\right].\label{eq:A2}
\end{align}

The numerical example has incident spin along \(x\), \(V_\uparrow=-0.10\) Ry and \(V_\downarrow=0.20\) Ry. At \(E=0.50\) Ry, \(k=0.7071\), \(k_\uparrow=0.7746\) and \(k_\downarrow=0.5477\) in inverse bohr, and \(1-R=1.0058\).

The second derivation now finds \(r_\sigma\) and \(t_\sigma\) afresh, without boundary conditions at \(x=0\), and computes the absorption from the torque.

\subsection{Amplitudes from the extinction of the incident wave}

Write the Schr\"odinger equation as \(\psi_\sigma''+k^2\psi_\sigma=V_\sigma(x)\psi_\sigma\) and treat the right side as a source of waves in the metal's potential. A unit source at \(x'\) emits the outgoing wave
\begin{equation}
G(x,x')=\frac{e^{ik|x-x'|}}{2ik},
\end{equation}
because its derivative jumps by \(2ik/(2ik)=1\) at \(x=x'\). With the factor \(a_\sigma\) removed, the wave is the incident one plus everything the magnet emits:
\begin{equation}
\psi_\sigma(x)=e^{ikx}+\frac{V_\sigma}{2ik}\int_0^\infty e^{ik|x-x'|}\psi_\sigma(x')\,dx' .
\label{eq:LS}
\end{equation}
To make the integrals converge, \(E\) is given a small positive imaginary part, which is removed at the end. Try \(\psi_\sigma=t_\sigma e^{ik_\sigma x}\) for \(x>0\). The sources on the two sides of \(x\) give
\begin{align}
\int_0^xe^{ik(x-x')}e^{ik_\sigma x'}dx'&=\frac{e^{ik_\sigma x}-e^{ikx}}{i(k_\sigma-k)},\\
\int_x^\infty e^{ik(x'-x)}e^{ik_\sigma x'}dx'&=-\frac{e^{ik_\sigma x}}{i(k_\sigma+k)} .
\end{align}
Equation~(\ref{eq:LS}) now contains two different exponentials, and their coefficients must agree separately. For \(e^{ik_\sigma x}\) the right side has
\begin{equation}
\frac{V_\sigma t_\sigma}{2ik\cdot i}\left[\frac1{k_\sigma-k}-\frac1{k_\sigma+k}\right]
=-\frac{V_\sigma t_\sigma}{2k}\,\frac{2k}{k_\sigma^2-k^2}=t_\sigma ,
\end{equation}
since \(k_\sigma^2-k^2=-V_\sigma\). This agrees with the left side for any \(t_\sigma\). The wave \(e^{ikx}\) is missing on the left side, so its coefficient on the right must vanish. With \(V_\sigma=(k-k_\sigma)(k+k_\sigma)\),
\begin{equation}
0=1-\frac{V_\sigma t_\sigma}{2ik\cdot i\,(k_\sigma-k)}
=1+\frac{V_\sigma t_\sigma}{2k(k_\sigma-k)}
=1-\frac{(k+k_\sigma)\,t_\sigma}{2k}.
\label{eq:ext}
\end{equation}
The waves emitted by the magnet extinguish the incident wave inside it, and this condition fixes \(t_\sigma=2k/(k+k_\sigma)\). For \(V_\sigma=0\) there is no source and \(t_\sigma=1\), in agreement with the formula.

For \(x<0\) all sources lie to the right, and the emitted wave is \(r_\sigma e^{-ikx}\) with
\begin{equation}
r_\sigma=\frac{V_\sigma t_\sigma}{2ik}\int_0^\infty e^{i(k+k_\sigma)x'}dx'
=\frac{V_\sigma t_\sigma}{2k(k+k_\sigma)}=\frac{(k-k_\sigma)\,t_\sigma}{2k}.
\label{eq:rsrc}
\end{equation}
The middle step uses \(\int_0^\infty e^{i(k+k_\sigma)x'}dx'=-1/[i(k+k_\sigma)]\) and \(-1/(i\cdot i)=1\).

\subsection{Absorption from the torque}

The torque on the magnet is opposite to that on the electron, so per unit length it is \(+i\Delta\,\psi_\uparrow^*\psi_\downarrow\). Between \(0\) and \(L\), in units of the incident flux,
\begin{equation}
A(L)=\frac{i\Delta}{2k}\,t_\uparrow^*t_\downarrow\int_0^Le^{i(k_\downarrow-k_\uparrow^*)x}dx
=\frac{\Delta\,t_\uparrow^*t_\downarrow}{2k}\,
\frac{e^{i(k_\downarrow-k_\uparrow^*)L}-1}{k_\downarrow-k_\uparrow^*}.
\end{equation}
The splitting can be expressed by wave numbers. Because \(k_\uparrow^2\) is real, it equals \((k_\uparrow^*)^2\), and
\begin{equation}
\Delta=V_\downarrow-V_\uparrow=(k_\uparrow^*)^2-k_\downarrow^2
=-(k_\downarrow-k_\uparrow^*)(k_\downarrow+k_\uparrow^*) .
\end{equation}
The difference of wave numbers cancels, and
\begin{equation}
A(L)=t_\uparrow^*t_\downarrow\,\frac{k_\downarrow+k_\uparrow^*}{2k}
\left[1-e^{i(k_\downarrow-k_\uparrow^*)L}\right].
\label{eq:Atorque}
\end{equation}

It remains to connect the prefactor with the reflected spin. Far to the left, a long wave packet and its reflection pass a given point at different times, so their fluxes add without interference and the net flux into the magnet is \(1-r_\uparrow^*r_\downarrow\). Equation~(\ref{eq:ext}) states that \((k+k_\sigma)t_\sigma/(2k)=1\). We write the number 1 as the product of this relation for \(\downarrow\) and its conjugate for \(\uparrow\), and take \(r_\sigma\) from Eq.~(\ref{eq:rsrc}):
\begin{align}
1-r_\uparrow^*r_\downarrow
&=\frac{t_\uparrow^*t_\downarrow}{4k^2}
\Big[(k+k_\uparrow^*)(k+k_\downarrow)-(k-k_\uparrow^*)(k-k_\downarrow)\Big]\nonumber\\
&=t_\uparrow^*t_\downarrow\,\frac{k_\uparrow^*+k_\downarrow}{2k}.
\end{align}
Equation~(\ref{eq:Atorque}) is therefore Eq.~(\ref{eq:A2}), and the balance \(T(L)=1-R-A(L)\) reproduces the transmitted fraction in Eq.~(\ref{eq:RT2}).

Both forms were tested against a finite-difference solution of the scattering problem with open boundaries, for two polarizations and for both channels open, one closed and both closed. The largest deviation, as a fraction of the incident transverse flux, was \(4\times10^{-5}\) for the local fluxes and \(3\times10^{-5}\) for the integrated torque.

\subsection{Many electrons}

A current consists of electrons with many directions. Suppose that they arrive from an isotropic Fermi sphere, in a narrow energy window at \(E_F\), all with the same spin and without phase relations between them. An electron with parallel momentum \(\mathbf q\) has the normal energy \(E=E_F-q^2\). The number of states in \(d^2q\,dk\), multiplied by the normal velocity \(2k\), gives the incident flux. At fixed \(\mathbf q\), \(2k\,dk\) is the element of energy, so every \(d^2q\) carries the same flux. With \(u=q^2\), the average is
\begin{equation}
\langle f\rangle=\frac1{E_F}\int_0^{E_F}f(E_F-u)\,du .
\end{equation}

Consider \(V_\uparrow<0<V_\downarrow<E_F\), so that \(k_\uparrow\) is real for every direction. To find \(\langle T(L)\rangle\) at large \(L\), use \(w=k_\downarrow\) as the variable. Then \(u=E_F-V_\downarrow-w^2\), \(du=-2w\,dw\), \(k=\sqrt{w^2+V_\downarrow}\) and \(k_\uparrow=\sqrt{w^2+\Delta}\), and
\begin{equation}
\langle T(L)\rangle=\frac1{E_F}\int_C(-2w)\,F(w)\,e^{i(w-k_\uparrow)L}\,dw,\quad
F=\frac{2k\,(w+k_\uparrow)}{(k+k_\uparrow)(k+w)} .
\end{equation}
The path \(C\) runs along the real axis from \(w_0=\sqrt{E_F-V_\downarrow}\), which is normal incidence, to 0. It then goes up the imaginary axis to \(i\sqrt{V_\downarrow}\), which is grazing incidence.

The integrand is analytic inside the first quadrant. The branch points of \(k\) and \(k_\uparrow\) lie on the imaginary axis, at or above the end of \(C\), and the denominators do not vanish because \(k^2\ne w^2\) and \(k^2\neq k_\uparrow^2\), while \(k\), \(k_\uparrow\) and \(w\) all have positive real parts there. The path may therefore be moved into the quadrant. There the exponential decays. To see this, put \(w=a+ib\) and \(k_\uparrow=c+id\), all four positive. From \(k_\uparrow^2=w^2+\Delta\) we have \(cd=ab\) and \(c^2-d^2=a^2-b^2+\Delta\). If \(c\le a\), the first relation gives \(d\ge b\) and hence \(c^2-d^2\le a^2-b^2\), which contradicts the second. So \(c>a\) and \(d=ab/c<b\), and the exponent \(i(w-k_\uparrow)L\) has the negative real part \(-(b-d)L\).

At large \(L\) the ends of the path are left. The grazing end is suppressed by \(e^{-\sqrt{V_\downarrow}L}\). Near normal incidence put \(w=w_0+is\). To first order in \(s\), the derivative \(dk_\uparrow/dw=w/k_\uparrow\) gives \(w-k_\uparrow\approx k_\downarrow-k_\uparrow+is(1-k_\downarrow/k_\uparrow)\), with wave numbers from here on taken at \(q=0\). Then
\begin{align}
\langle T(L)\rangle
&\approx\frac{-2ik_\downarrow(1-R_0)}{E_F}\,e^{-i(k_\uparrow-k_\downarrow)L}
\int_0^\infty e^{-(1-k_\downarrow/k_\uparrow)Ls}\,ds\nonumber\\
&=-i\,\frac{c_0}{L}\,e^{-i(k_\uparrow-k_\downarrow)L},\qquad
c_0=\frac{2k_\uparrow k_\downarrow(1-R_0)}{E_F(k_\uparrow-k_\downarrow)},
\label{eq:decay}
\end{align}
where \(F(w_0)=T(0)=1-R_0\) at normal incidence. Different directions precess at different rates and get out of step, so their sum falls off although, at the sharp energy \(E_F\), each direction with an open minority channel keeps the magnitude of its own transverse flux. This decay is a power law and has no exponential decay length. An energy window of finite width adds further dephasing at large depth. At large depth
\begin{equation}
\langle A(L)\rangle\to1-\langle R\rangle .
\end{equation}

\subsection{Numbers for the average}

With \(E_F=0.50\) Ry and the potentials used before, the minority channel is closed for \(E<V_\downarrow\), a share \(0.20/0.50=0.40\) of the incident flux. Averaging gives \(\langle R\rangle=0.016+0.065\,i\), and the limiting absorption is \(0.984-0.065\,i\). The approach to it is as follows.
\begin{center}
\begin{tabular}{rcc}
\(L\) (bohr) & \(|\langle T\rangle|\) & \(\langle A\rangle\)\\
10 & 0.473 & \(1.454-0.018\,i\)\\
20 & 0.306 & \(0.750-0.263\,i\)\\
50 & 0.143 & \(0.841-0.052\,i\)\\
100 & 0.074 & \(0.944-0.128\,i\)\\
200 & 0.0375 & \(1.020-0.056\,i\)
\end{tabular}
\end{center}
The absorption does not grow steadily. It overshoots at 10 bohr because the remaining flux has by then turned nearly opposite to the incident spin: its real part is \(0.984-1.454=-0.470\). Equation~(\ref{eq:decay}) gives
\begin{equation}
c_0=\frac{2(0.7746)(0.5477)(1.0058)}{0.50\,(0.7746-0.5477)}=7.52\ \text{bohr},
\end{equation}
and \(c_0/L=0.0376\) at 200 bohr, close to the 0.0375 in the table. The deviation of the full average from Eq.~(\ref{eq:decay}), relative to the latter, is 0.034 at 400 bohr and 0.0085 at 1600 bohr. It falls by a factor of four when \(L\) grows by four, as expected of a next term smaller by \(1/L\).

These numbers settle the opening choice for the potentials used here. The total torque of a thick magnet is within a few per cent of the incident transverse spin flux along \(x\), with a small perpendicular part, and a boundary condition represents it well. At a depth of 50 bohr, about 2.6 nm, 14 per cent of the incident flux is still present, so in this model the interior matters for a film of that thickness. Both conclusions depend on the potentials: when both spin channels are poorly matched to the metal, \(\langle R\rangle\) is no longer small, and a smaller splitting makes the tail longer. The slow tail also belongs to the single free-electron band per spin. In the 3d magnets, with several bands and complicated Fermi surfaces, the transverse spin is found to be absorbed within roughly a nanometre, despite their smaller splitting. The film's back face, which reflects electrons, would then have to be included as well. For an incident current \(I=1\) mA fully polarized along \(x\), the deep-limit torque is
\begin{equation}
N=\frac{\hbar}{2}\,\frac{I}{e}\,(1-\langle R\rangle)
=(3.24-0.21\,i)\times10^{-19}\ \text{N\,m}.
\end{equation}
Here \(I\) is the incident current and not the net one. States outside the energy window, and electrons arriving from the magnet, are not included.

\subsection{What each derivation assumes}

Both derivations assume independent electrons, a potential diagonal in spin along one fixed axis, equal masses on the two sides and a conserved parallel momentum. They differ in what else they need and in what survives a change of the model.

The flux derivation needs the wave at the place where the flux is evaluated. The left-hand result \(1-r_\uparrow^*r_\downarrow\) holds for any spin-diagonal profile at \(x>0\). If the transverse flux dies out at depth, this number is the total absorption, and the reflection amplitudes suffice to find it. The flux balance does not say which interaction took the spin, or where between the two planes it was taken.

The torque derivation needs the wave throughout the magnet and a complete list of the terms that turn the spin. In return it locates the torque and identifies it as exchange. The source equation~(\ref{eq:LS}) replaces the boundary conditions by the requirement that emitted waves be outgoing. In the form used here it relies on equal masses, since a change of mass would add sources containing derivatives of the wave.

A spin-dependent barrier \(u_\sigma\delta(x)\) at the interface shows the difference. The derivative \(\psi_\sigma'\) then jumps by \(u_\sigma\psi_\sigma(0)\), and Eq.~(\ref{eq:Q}) gives a loss of flux in the plane itself,
\begin{equation}
Q_+(0^-)-Q_+(0^+)=i(u_\downarrow-u_\uparrow)\,\psi_\uparrow^*(0)\,\psi_\downarrow(0).
\end{equation}
The first derivation must change its matching conditions, and \(T(0)=1-R\) fails. In the second, the barrier enters the source and the torque integral as one more part of \(V_\sigma(x)\). The plane \(x=0\) thus absorbs nothing only if the barrier is absent or equal for both spins, whereas the deep-limit absorption \(1-r_\uparrow^*r_\downarrow\), with the new amplitudes, remains valid wherever the transmitted transverse flux vanishes.

\section*{Numbers as computed}
\begin{verbatim}
Fluxes are fractions of the incident flux, x part + i y part
Fermi energy E_F: 0.50 Ry
majority potential V_up: -0.10 Ry
minority potential V_dn: 0.20 Ry
exchange splitting: 0.30 Ry
exchange splitting: 4.08 eV
-- normal incidence, both channels open --
k: 0.7071 1/bohr
k_up: 0.7746 1/bohr
k_dn: 0.5477 1/bohr
r_up: -0.0455
r_dn: 0.1270
reflected R: -0.00579
transmitted T(0): 1.00579
precession period: 27.69 bohr
precession period: 1.466 nm
absorbed in half a period: 2.0116
longitudinal flux / incident spin flux: 0.00703
-- oblique incidence, minority evanescent --
normal energy: 0.10 Ry
angle from normal: 63.4 degrees
k: 0.3162 1/bohr
k_up: 0.4472 1/bohr
k_dn: +0.0000 +0.3162 i 1/bohr
r_up: -0.1716
r_dn: +0.0000 -1.0000 i
reflected R: -0.0000 +0.1716 i
absorbed, deep limit: +1.0000 -0.1716 i
decay length of T: 3.16 bohr
-- average over the Fermi sphere --
share of flux with evanescent minority: 0.400
mean reflected: +0.0161 +0.0648 i
L = 0 bohr: |T| = 0.9860, absorbed = -0.0000 +0.0000 i
L = 10 bohr: |T| = 0.4726, absorbed = +1.4542 -0.0183 i
L = 20 bohr: |T| = 0.3062, absorbed = +0.7505 -0.2628 i
L = 50 bohr: |T| = 0.1432, absorbed = +0.8413 -0.0515 i
L = 100 bohr: |T| = 0.0742, absorbed = +0.9443 -0.1275 i
L = 200 bohr: |T| = 0.0375, absorbed = +1.0203 -0.0556 i
absorbed, deep limit: +0.9839 -0.0648 i
coefficient c in |T| = c/L: 7.523 bohr
c/L at L = 200 bohr: 0.0376
relative error of 1/L law at 400, 1600 bohr: 0.0341, 0.0085
torque for 1 mA incident, x and y parts: 3.238e-19, -2.131e-20 N m
largest grid error, flux and torque: 3.8e-05, 3.2e-05
\end{verbatim}
